# Selecting and updating kinetic Monte Carlo events with a binary sum tree

During a precursor pulse in atomic layer deposition, molecules land on empty surface sites, push against their neighbours and sometimes leave again. A lattice simulation follows these events one at a time. On a periodic square lattice of 128 × 128 sites there are 16384 places where the next event may happen, yet the event itself concerns one site and, through the interaction, its four neighbours. A method that inspects thousands of sites to find the next event, and then changes five of them, spends nearly all its work on sites where nothing has happened. How can the search be made as local as the physics?

## What has to be drawn

Let site $i$, with $i=0,\dots,N-1$, have the rate $r_i\ge 0$ in 1/s: the probability per unit time that its event occurs. The rates depend on the configuration and are constant between events. Let $R=\sum_i r_i>0$.

Each site carries an independent clock, which has not fired by time $t$ with probability $e^{-r_it}$. The probability that site $i$ fires between $t$ and $t+dt$, and no other site has fired before, is

$$
r_i e^{-r_i t}\,dt\prod_{j\ne i}e^{-r_j t}=r_i e^{-Rt}\,dt=\frac{r_i}{R}\;\,R\,e^{-Rt}\,dt .
$$

The result is a product of a factor for the site and a factor for the time, so the two can be drawn independently. The waiting time has the distribution function $1-e^{-Rt}$. Setting this equal to a uniform random number $u$ on $[0,1)$ gives

$$
\Delta t=-\frac{\ln(1-u)}{R}.
$$

The site must be drawn with probability $r_i/R$. Place the rates end to end on a line of length $R$, with cumulative sums

$$
C_i=\sum_{j=0}^{i}r_j,\qquad C_{-1}=0 .
$$

A number $x$ uniform on $[0,R)$ falls into the interval $C_{i-1}\le x<C_i$ with probability $(C_i-C_{i-1})/R=r_i/R$. The task is to find that interval.

## Two direct schemes and their defects

The first scheme adds rates from the left until the sum exceeds $x$. If site $i$ is selected, $i+1$ rates have been read. For equal rates the mean number of reads is

$$
\frac1N\sum_{i=0}^{N-1}(i+1)=\frac1N\,\frac{N(N+1)}2=\frac{N+1}{2}.
$$

Changing a rate is cheap, since one entry is overwritten, but selection costs a time proportional to $N$.

The second scheme stores all the $C_i$. They are ordered, so bisection finds the interval in about $\log_2N$ comparisons. Now the update is at fault: $r_i$ is contained in $C_i,C_{i+1},\dots,C_{N-1}$, which are $N-i$ entries. Averaged over $i$, this is again $(N+1)/2$. The scan has moved from the selection to the update.

The first scheme stores no partial sums, and the second stores sums that contain too many rates. A compromise is to store the sums of blocks of $B$ sites. Selection then scans at most $N/B$ block sums and at most $B$ rates inside one block, while an update touches one rate and one block sum. The bound $N/B+B$ has zero derivative at $-N/B^2+1=0$, hence at $B=\sqrt N$, where it equals $2\sqrt N$. This is better than $N$, but each of the two remaining scans can be shortened by the same device. Repeating the grouping until every group has two members leads to a binary tree.

## The tree

Let $d=\lceil\log_2N\rceil$, and append sites of zero rate until there are $2^d$ leaves. Number the root 1 and let node $k$ have the children $2k$ and $2k+1$. Leaf $i$ is then node $2^d+i$. Each leaf stores its rate, and each inner node stores

$$
S_k=S_{2k}+S_{2k+1}.
$$

The root holds $S_1=R$, the number needed for the waiting time. Since $d<\log_2N+1$, we have $2^d<2N$: padding less than doubles the number of leaves. Building the tree takes one addition per inner node, $2^d-1$ in all.

**Selection.** Start at the root with $x$. At node $k$, compare the current $x$ with the left sum $S_{2k}$. If $x<S_{2k}$, go left and keep $x$. Otherwise go right and replace $x$ by $x-S_{2k}$.

To see that this finds the right interval, write $x_k$ for the value on arrival at node $k$, and $A_k$ for the sum of all rates to the left of the leaves under $k$. The claim is

$$
x_k=x-A_k,\qquad 0\le x_k<S_k .
$$

It holds at the root, where $A_1=0$ and $0\le x<R$. Suppose that it holds at $k$.

- On a left turn $A_{2k}=A_k$ and $x_{2k}=x_k$, and the condition for the turn gives $0\le x_{2k}<S_{2k}$.
- On a right turn $A_{2k+1}=A_k+S_{2k}$ and $x_{2k+1}=x_k-S_{2k}=x-A_{2k+1}$. This is not negative, because $x_k\ge S_{2k}$, and it is smaller than $S_k-S_{2k}=S_{2k+1}$.

At leaf $i$ we have $A=C_{i-1}$ and $S=r_i$, so the claim reads $0\le x-C_{i-1}<r_i$, which is the defining interval. The descent has $d$ levels.

If a site has several possible processes, its leaf stores the sum of their rates. The remainder $x-C_{i-1}$ is uniform on $[0,r_i)$ and selects among them by a short scan.

**Update.** A rate enters the sums of its ancestors and no others. The ancestors of a leaf are found by halving its number and dropping the remainder until the root is reached. After writing the leaf, recompute $S_k=S_{2k}+S_{2k+1}$ at these $d$ nodes, from the bottom upwards.

## A tree small enough to follow by hand

Take eight leaves with rates 3, 0, 5, 2, 7, 1, 4, 6 in 1/s. The pair sums are 3, 7, 8, 10, the next level holds 10 and 18, and the root holds 28.

Let $x=17.5$ 1/s. The left sum at the root is 10, so go right with $17.5-10=7.5$. The next left sum is 8, so go left and keep 7.5. The last left sum is 7, so go right with $7.5-7=0.5$. This is leaf 5, counted from 0. The direct definition agrees: the rates before leaf 5 add up to $3+0+5+2+7=17$, its own rate is 1, and 17.5 lies between 17 and 18.

Suppose that the rate of this leaf now becomes 9 1/s. The leaf is node $8+5=13$, and its ancestors are 6, 3 and 1. Their new sums are $7+9=16$, $16+10=26$ and $10+26=36$. All other nodes keep their values.

The selection was also tested on 13 sites, a number that is not a power of two, with integer rates of total 39 and some zeros among them. An interval of integer length $r_i$ that starts at an integer and excludes its upper end contains $r_i$ integers. Letting $x$ run through 0 to 38 must therefore select each site $r_i$ times, and it does.

## What one event costs

Suppose that an event changes at most $m$ rates. It then needs one descent and $m$ updates of $d$ sums each, so the cost is of order $(1+m)\log N$. This is logarithmic in $N$ if $m$ stays bounded as the lattice grows. Short-ranged interactions ensure that. With nearest-neighbour interactions on the square lattice, $m=5$.

The condition fails when a global quantity changes. A new temperature can alter every rate, and a new precursor pressure alters the adsorption rate of every empty site. When so many rates change at once, it can be cheaper to rebuild the tree than to update its leaves one by one. Updating $m$ leaves separately takes $md$ additions, and rebuilding takes $2^d-1$. For $d=14$ rebuilding needs fewer additions once $m$ exceeds $16383/14\approx1170$. If all rates changed at every event, as with an interaction of unlimited range, the cost per event would again be proportional to $N$. If they changed continuously between events, the exponential waiting time itself would no longer hold.

Prefactors matter too, so let us count array accesses. A descent reads the left sum at each of $d$ levels, and the right sum as well when $x$ is not below the left one (the reason for this second read is given in the next section). That makes between $d$ and $2d$ reads. For nearly equal rates and $N=2^d$, about half the turns go right, and the mean is $1.5d$. An update writes the leaf, then reads two numbers and writes one at each of $d$ levels, $3d+1$ accesses in all. With five updates,

$$
n_{\rm tree}\approx1.5d+5(3d+1)=16.5d+5 .
$$

The scan reads $(N+1)/2$ rates on average. If its total $R$ is corrected by differences, each changed rate costs one read and one write, so that

$$
n_{\rm scan}\approx\frac{N+1}2+10 .
$$

At $N=256$ these formulas give 137 and 138.5, so the two schemes break even near that size. Counts taken with rates drawn between 0.5 and 1.5 bear this out. For 64 sites the tree needs 104 accesses and the scan 40, so the scan is the better choice. For 1024 sites the numbers are 170 and 510. For 16384 sites they are 236 and about 8200, a ratio of 35. These are accesses, not seconds; the ratio of running times also depends on the processor and the memory.

## Two faults due to rounding

The proof of the descent assumed exact arithmetic. In double precision, two things can go wrong.

The first concerns the update. It is tempting to add the difference between the new and the old rate to each ancestor. Consider a slow rate of $10^{-3}$ 1/s and a fast one of $10^{14}$ 1/s that is switched on and off again. Neighbouring double-precision numbers near $10^{14}$ are $2^{-6}\approx0.016$ apart, so adding the fast rate erases the slow one. Subtracting the fast rate then leaves a total of 0, and the simulation would stop although an event is still possible. Recomputing the parent from its children gives $10^{-3}$ 1/s, because the slow rate is still stored in its leaf.

Recomputation also keeps errors from growing with the number of events. Each addition multiplies the true sum by $1+\delta$ with $|\delta|\le2^{-53}$, and a rate passes through $d$ additions on its way to the root. As all terms are non-negative, the relative error of $R$ is at most about $d\,2^{-53}$, or $1.6\times10^{-15}$ for $d=14$, however long the run.

The second fault is in the descent: rounding can violate $x_k<S_k$. Let $\varepsilon=2^{-52}$, the spacing of double-precision numbers just above 1, and take the four leaves $1.5\varepsilon,\;0,\;1+2\varepsilon,\;0$.

1. The root should be $1+3.5\varepsilon$. This lies midway between two representable numbers and is rounded to the one with even last digit, $1+4\varepsilon$.
2. The number $x=1+3\varepsilon$ is below the root and therefore allowed. It exceeds the left sum $1.5\varepsilon$, so the descent goes right.
3. The new value should be $1+1.5\varepsilon$, again a midpoint, and is rounded to $1+2\varepsilon$. This equals the right sum instead of lying below it.
4. At the next level $x$ is not below the left leaf $1+2\varepsilon$, so the descent ends in the last leaf, whose rate is zero.

An event that the model forbids would be carried out. The cure is one more condition: go right if $x\ge S_{2k}$ **and** $S_{2k+1}>0$; otherwise go left. Every node visited then has a positive sum, by induction from $R>0$. A right turn requires a positive right sum. A left turn happens for one of two reasons. Either $x<S_{2k}$, and since $x\ge0$ the left sum is positive; or the right sum is zero, and the left sum equals the positive $S_k$. In the example the guarded descent ends in the leaf of rate $1+2\varepsilon$.

The remainder on arrival there is also $1+2\varepsilon$, equal to the rate of the leaf instead of below it. This matters if a leaf combines several processes, because the scan among them may then find no partial sum above the remainder. In that case, take the last process with a positive rate.

The guard prevents forbidden events, but it does not refine the random numbers. If they have a resolution of $2^{-53}\approx10^{-16}$, each selection probability carries an absolute error of that order. A site whose share $r_i/R$ is $10^{-15}$ is then sampled with an error of up to about 10 %, and one with a share of $10^{-16}$ or less may never be selected, or be selected far too often. At such shares, of order $10^{15}$ events or more would pass before that site was due.

## The algorithm

1. Read $R=S_1$ and draw $\Delta t=-\ln(1-u)/R$.
2. If $t+\Delta t$ lies beyond the requested end time, set $t$ to the end time and stop.
3. Otherwise advance $t$ by $\Delta t$, draw a new uniform number $u'$, and descend with $x=u'R$ and the guarded rule.
4. Carry out the event at the selected site.
5. Recompute the rates of this site and its neighbours, update their leaves and ancestors, and return to 1.

Step 2 discards a waiting time that has already been drawn. This is allowed because, for the exponential law, the probability of waiting a further $t$ after having waited $s$ is $e^{-R(s+t)}/e^{-Rs}=e^{-Rt}$, independent of $s$. A fresh draw at the next start has the correct distribution.

Time averages must weight each configuration with its residence time. If a quantity has the value $a_n$ during the interval $\Delta t_n$, its average is $\sum_na_n\Delta t_n/\sum_n\Delta t_n$. An average over events would give too much weight to short-lived configurations.

## A precursor pulse

The model has round parameters and stands for no particular material. An empty site adsorbs a molecule at $k_a=100$ 1/s. A molecule with $n$ occupied neighbours desorbs at

$$
k_d\,e^{nJ/k_BT},\qquad k_d=2\ \text{1/s},\quad J=0.05\ \text{eV},\quad T=500\ \text{K}.
$$

Here $J>0$ is the repulsion energy of a neighbouring pair, which makes desorption easier. With $e^{J/k_BT}=3.19$, the desorption rates for $n=0$ to 4 are 2.00, 6.38, 20.4, 65.0 and 207 1/s. Surface diffusion, ligand exchange and the second half-cycle are left out.

The lattice of 16384 sites starts empty, with $R=16384\times100=1.64\times10^6$ 1/s. The coverage $\theta$, the fraction of occupied sites, reaches 0.178 after 2 ms, 0.380 after 5 ms, 0.559 after 10 ms and 0.641 after 20 ms. Its mean obeys $d\theta/dt\le k_a(1-\theta)$, because desorption can only reduce the gain, and hence $\theta\le1-e^{-k_at}$. This bound is 0.181 at 2 ms, 0.393 at 5 ms and 0.632 at 10 ms. The coverages come from a single run and scatter by about 0.002 to 0.004 from run to run, so the gap at 2 ms lies within the noise. The growing gap from 5 ms on is the effect of desorption.

The stationary coverage can be found without any simulation. Give a configuration with $M$ molecules and $P$ neighbouring pairs the weight

$$
W=\left(\frac{k_a}{k_d}\right)^{M}e^{-PJ/k_BT}.
$$

Filling an empty site with $n$ occupied neighbours raises $M$ by 1 and $P$ by $n$, so that

$$
\frac{W_{\rm filled}}{W_{\rm empty}}=\frac{k_a}{k_d\,e^{nJ/k_BT}},\qquad\text{or}\qquad W_{\rm empty}\,k_a=W_{\rm filled}\,k_d\,e^{nJ/k_BT}.
$$

Every event is balanced by its reverse, and $W$ is stationary. On a long cylinder, $W$ is a product of factors that link adjacent rings of sites. These factors form a symmetric matrix, whose high powers are dominated by the eigenvector $v$ of the largest eigenvalue, taken with unit length. The rings on either side of a given one each contribute a factor $v(s)$, so a ring has the configuration $s$ with probability $v(s)^2$. Circumferences of 8 and 10 sites both give $\theta=0.6533$. The simulation, averaged over 100 ms after the first 30 ms, gives 0.6531, well within the tolerance of 0.003 set for this test. Without repulsion the coverage would be $k_a/(k_a+k_d)=100/102=0.980$, so the interaction leaves about a third of the surface empty.

The total rate can be checked by hand. In the stationary state adsorption and desorption are equally frequent on average, so $R\approx2\times16384\times100\times(1-0.653)=1.14\times10^6$ 1/s. The final configuration has $1.13\times10^6$ 1/s, which means a mean wait of 0.88 µs.

A stationary average does not test the clock, since multiplying all waiting times by a common factor would leave it unchanged. A 3 × 3 lattice has $2^9=512$ configurations, few enough to solve the master equation for their probabilities numerically. Its probabilities for 0 to 9 occupied sites at 6 ms, while the surface is still filling, were compared with 6000 simulated pulses and agree within the statistical limits of the test. The mean coverages are 0.432 from the master equation and 0.429 from the simulation.

The large run had 147928 events. Afterwards all stored sums were identical to those of a tree rebuilt from the final configuration, which tests both the locality of the updates and the absence of drift. Here the rates are far from equal, but five updates still take $5(3\times14+1)=215$ accesses and a descent between 14 and 28, together at most 243 per event. The whole run therefore needs at most $3.6\times10^7$ accesses. On this periodic lattice, initially uniform, no site is preferred on average, so a scan would expect about 8200 per event, or $1.2\times10^9$.

## When another scheme is preferable

Logarithmic time is not the lowest possible cost for every model. One can pick a site uniformly and accept it with probability $r_i/r_{\max}$, where $r_{\max}$ is an upper bound on the rates. The acceptance probability per trial is

$$
\sum_i\frac1N\frac{r_i}{r_{\max}}=\frac{R}{N\,r_{\max}} .
$$

For the final configuration above, with $r_{\max}=207.5$ 1/s, just above the largest desorption rate, this is $1.13\times10^6/(16384\times207.5)\approx0.33$, or about three trials per event. Every trial, accepted or not, advances the clock by $-\ln(1-u)/(N\,r_{\max})$ with a fresh $u$. Site $i$ then fires at the rate $N\,r_{\max}\cdot\frac1N\cdot r_i/r_{\max}=r_i$, as it should, and there are no sums to maintain. For this model rejection is a serious competitor. It breaks down when a few sites are much faster than the rest: one site at $10^{6}$ 1/s among 16384 sites at 1 1/s gives an acceptance of about $6\times10^{-5}$. The tree needs neither a bound on the rates nor similar rates, and its descent has $d$ levels in either case. If the rates take only a few distinct values, six in the model above and two in the example of the fast site, there is a further scheme: keep one list of sites per rate value, select a list by its total rate and then a member uniformly. The cost per event is then independent of $N$, however widely the values are spread. The tree suits large lattices with local interactions whose rates take many different, widely spread values.

The numerical output follows below.

## Numbers as computed

```
selection test: sites 13 , x values 39
8-leaf tree, root to leaves (1/s):
   28
   10 18
   3 7 8 10
   3 0 5 2 7 1 4 6
x = 17.5 1/s selects leaf 5 (counted from 0)
   x 17.5, left sum 10: right, x becomes 7.5
   x 7.5, left sum 8: left, x becomes 7.5
   x 7.5, left sum 7: right, x becomes 0.5
after setting leaf 5 to 9 1/s:
   36
   10 26
   3 7 16 10
   3 0 5 2 7 9 4 6
changed nodes (root = 1): [1, 3, 6, 13]
slow rate 0.001 1/s, fast rate 1e+14 1/s switched on and off
   total by differences 0, by tree 0.001 1/s
rounding trap: leaf 3 without guard (rate zero), 2 with guard
mean array accesses per event (select + 5 updates):
   N 64, d 6: tree 103.9, scan 40
   N 1024, d 10: tree 169.9, scan 510
   N 16384, d 14: tree 236.1, scan 8205
   scan/tree at N 16384: 34.8
3 x 3 lattice at 6 ms, 6000 runs: mean coverage
   KMC 0.4291, master equation 0.4316
model: T 500 K, J 0.05 eV, exp(J/kT) 3.1914
   k_a 100 1/s, k_d 2 1/s
   desorption rates n=0..4 (1/s): 2.00 6.38 20.37 65.01 207.46
lattice 128 x 128, sites 16384
   initial total rate 1.638e+06 1/s
   t 2 ms: coverage 0.1779
   t 5 ms: coverage 0.3802
   t 10 ms: coverage 0.5585
   t 20 ms: coverage 0.6406
   t 30 ms: coverage 0.6552
time average over 100 ms: KMC coverage 0.6531
   transfer matrix, width 8: 0.65329, width 10: 0.65331
   coverage without repulsion 0.9804
   events 147928, final time 130 ms
   final total rate 1.132e+06 1/s
   mean waiting time there 0.884 microseconds
```
